L-edge branching ratio of a 5d⁵ ion in a cubic field, part 2

Must an Ir⁴⁺ ion (5d⁵, one t2g hole) in cubic symmetry show BR = I(L3)/I(L2) = 11/4, the pure j_eff = 1/2 value? No. Units: ħ and eV. With λ = l·s, Λ = Σᵢ lᵢ·sᵢ, w = −⟨Λ⟩, n_h = 5 holes and n_eg e_g electrons,

H = Δ n_eg + ζ Λ,  x = ζ/Δ.

Example: ζ = 0.5 eV, Δ = 3 eV.

P_t and P_e project on t2g (|±1⟩, |a⟩ = (|2⟩ − |−2⟩)/√2) and e_g (|0⟩, |ε⟩ = (|2⟩ + |−2⟩)/√2). The Γ7 (j_eff = 1/2) doublet has λ = +1; four t2g states tᵢ, diagonal −½, couple by √(3/2) to e_g states eᵢ in Γ8 blocks

h = [[−ζ/2, ζ√(3/2)], [ζ√(3/2), Δ]].

The lower orbital is cos θ |t⟩ − sin θ |e⟩; with R² = 1 + x + 25x²/4,

cos 2θ = (1 + x/2)/R,  sin 2θ = √6x/R,  E∓ = (Δ − ζ/2)/2 ∓ ΔR/2.  (4)

w = (2cos²θ − 1) + 4√(3/2) sin 2θ = cos 2θ + 2√6 sin 2θ.  (5)

Under (A1) polarization-averaged dipole absorption (operator T_q) summed over final states, (A2) 2p → 5d only, (A3) one radial integral and (A4) definite core-hole j,

BR = (2n_h + w)/(n_h − w).  (3)

Lines p1/2 → d3/2, p3/2 → d3/2, p3/2 → d5/2 have strengths 5 : 1 : 9.

Shown:

(ii) Any state with empty e_g has w ≤ 1 and BR ≤ 11/4. A tetragonal field δ acting inside t2g lowers w by 4δ²/(27ζ²) at leading order in δ/ζ.

(iii) For any state, the t2g-e_g part of w is bounded in size by 2√(6 n_eg).

To prove:

(iv) For independent electrons in a cubic field and every x > 0,

w = (1 + 25x/2)/√(1 + x + 25x²/4),  dw/dx = 12/R³ > 0,  (6)

so 1 < w < 5 and BR > 11/4.

(v) In the same state the product of the total momenta is ⟨L·S⟩ = 1 − 4x + O(x²).

(vi) With Coulomb repulsion, w = −∂E₀/∂ζ, w never decreases as ζ grows.

*(iv).* The filling must be the same for all x. The determinant of h − ζ is (−3ζ/2)(Δ − ζ) − 3ζ²/2 = −3ζΔ/2 < 0. It equals (E₋ − ζ)(E₊ − ζ), so E₋ < ζ < E₊: Γ7 always lies between the two Γ8 levels, and the filling is Γ8⁴Γ7¹. Inserting (4) in (5) gives w = (1 + x/2 + 12x)/R, which is (6). With dR/dx = (1 + 25x/2)/(2R),

dw/dx = [(25/2)R² − ½(1 + 25x/2)²]/R³.

The first term in the bracket is 25/2 + 25x/2 + 625x²/8 and the second is 1/2 + 25x/2 + 625x²/8, so the bracket is 12. Thus w rises monotonically from w(0) = 1 to (25/2)/(5/2) = 5.

For the series, put u = x + 25x²/4 in (1 + u)^(−1/2) = 1 − u/2 + 3u²/8 − 5u³/16 + …, with u² = x² + 25x³/2 + … and u³ = x³ + …. The coefficients are −1/2 for x, −25/8 + 3/8 = −11/4 for x², and 75/16 − 5/16 = 35/8 for x³. Multiplying by 1 + 25x/2 gives 25/2 − 1/2 = 12, then −11/4 − 25/4 = −9, then 35/8 − 275/8 = −30. The singularities are the zeros of R². The discriminant 1 − 25 is negative, so they are complex conjugates with product 4/25, and the radius of convergence is 2/5. For the occupation, θ = √(3/2)x + O(x²), so n_eg = 4 sin²θ = 6x² + O(x³). Using dBR/dw = 15/16 at w = 1, BR = 11/4 + (45/4)x + O(x²).

At x = 1/6 the partial sums through first, second and third order are 3.0, 2.75 and 2.6111, against the exact 2.6633. Relative to the exact value they are off by +13%, +3% and −2%, so the linear formula shows the size of the effect but the closed form is needed for numbers. That the second partial sum of w equals the pure-state BR is a numerical accident.

The dependence on x from diagonalization is:

x = 0.02: w = 1.236, n_eg = 0.002, BR = 2.99
x = 0.05: w = 1.574, n_eg = 0.014, BR = 3.38
x = 0.10: w = 2.087, n_eg = 0.052, BR = 4.15
x = 0.25: w = 3.22, n_eg = 0.243, BR = 7.43
x = 1: w = 4.70, n_eg = 0.956, BR = 49

The pure value is recovered only when 12x ≪ 1, a far stronger condition than x ≪ 1. At x = 0.02, with 0.002 electrons in e_g, w is already 24% above the pure value. In the opposite limit cos 2θ → 1/5, so n_eg = 2(1 − cos 2θ) → 8/5, and the four electrons fill d3/2. Integrating 12/R³ ≈ 12(2/5)³/x³ from x to infinity gives 5 − w ≈ 48/(125x²), so the L2 line vanishes and BR diverges as x². At x = 50 the diagonalization gives w = 4.9998 and n_eg = 1.585.

One property does survive at every x. The Γ7 hole stays pure d5/2, so in this model L2 absorption into the low-lying t2g hole is exactly zero, and the whole L2 line goes to the upper Γ8 level. The darkness of that one transition is fixed by the symmetry of the hole orbital alone. The integrated ratio is not, because it also depends on x through the four Γ8 holes.

*(v).* Write L·S = Λ + Σₖ Σ_{i≠j} lₖ(i) sₖ(j), with k = x, y, z. For a determinant with projector ρ on its occupied orbitals, the pair sum has a direct and an exchange term, ⟨Σ_{i≠j} A(i)B(j)⟩ = tr(ρA) tr(ρB) − tr(ρAρB). So

⟨L·S⟩ = tr(ρλ) + Σₖ tr(ρlₖ) tr(ρsₖ) − Σₖ tr(ρ lₖ ρ sₖ).  (7)

At x = 0, ρ₀ = P_t − |b⟩⟨b| with b the empty Γ7 state, and the first term is −1. The trace of l_z over |1⟩, |−1⟩, |a⟩ is zero, the traces of l_x and l_y follow by cubic symmetry, and the spin traces vanish, so the second term is D = ⟨b|l|b⟩·⟨b|s|b⟩. In the third term sₖ commutes with P_t, and P_t|b⟩ = |b⟩. The four pieces are tr(P_tλ) = 0, two cross pieces each −⟨b|λ|b⟩ = −1, and D, summing to D − 2. Thus ⟨L·S⟩ = −1 + D − (D − 2) = +1. In the pure state it happens to coincide with w.

At first order each occupied tᵢ becomes tᵢ − √(3/2)x eᵢ = tᵢ − xP_eλtᵢ. Since P_eλ annihilates Γ7, δρ = −x(A + A†) with A = P_eλP_t. The first term of (7) changes by −2x tr(P_eλP_tλ) = −2x·4·(3/2) = −12x. The second does not change: tr(δρ sₖ) = 0 because sₖ does not connect t2g with e_g, and tr(δρ lₖ) = 0 because it contains a single spin operator, whose trace vanishes.

The exchange trace changes by Σₖ[tr(δρ lₖρ₀sₖ) + tr(ρ₀lₖδρ sₖ)]. In the first trace the A piece contains ρ₀sₖP_e = ρ₀P_e sₖ = 0, and in the second the A† piece contains P_e sₖρ₀ = 0. The surviving pieces are complex conjugates. One of them is

Σₖ tr(P_tλP_e lₖ ρ₀ sₖ) = tr(P_tλP_eλ) − β = 6 − β,  β = Σₖⱼ ⟨b|sₖ sⱼ lⱼ P_e lₖ|b⟩.

For spin ½, sₖsⱼ = δₖⱼ/2 − sⱼsₖ, so β = ½⟨b|Σⱼ lⱼP_e lⱼ|b⟩ − ⟨b|λP_eλ|b⟩, and the last term is zero. The operator Σⱼ lⱼP_e lⱼ = l_zP_e l_z + ½(l₊P_e l₋ + l₋P_e l₊) is spin-independent, and the two components of b have opposite spin, so only its diagonal elements are needed. On |a⟩, l_z gives 2|ε⟩ with squared norm 4, while l₊ and l₋ give |−1⟩ and |1⟩, which are t2g, so the element is 4. On |−1⟩, l_z stays in t2g, l₊ gives √6|0⟩ with squared norm 6, and l₋ gives 2|−2⟩ = √2(|ε⟩ − |a⟩) with e_g squared norm 2, so the element is ½(6 + 2) = 4. The same holds for |1⟩. Hence β = 2, the exchange trace changes by −2x(6 − 2) = −8x, and

δ⟨L·S⟩ = −12x + 8x = −4x.

The numerical slope at x = 0.001 is −4.006. At x = 1/6 the total ⟨L·S⟩ is 0.295 while w is 2.663. Inserting the former in (3) would predict a ratio below 11/4, the wrong direction. The computed values also show that the total ⟨L·S⟩ passes near zero at x = 0.25 (0.0095) and is not monotonic, being −0.697 at x = 1 and −0.608 at x = 50.

*(vi).* Let H = H₀ + ζΛ, with H₀ the cubic field plus the d-d Coulomb repulsion. The Hellmann-Feynman theorem gives ∂E₀/∂ζ = ⟨Λ⟩ = −w. By the variational principle E₀(ζ) is the minimum over normalized ψ of ⟨ψ|H₀|ψ⟩ + ζ⟨ψ|Λ|ψ⟩. This is a minimum of straight lines and therefore a concave function. Its slope never increases, so w never decreases.

For the initial slope, suppose the ground level of H₀ is the sixfold low-spin ²T₂ term. Diagonalizing Λ inside it separates a Γ7 doublet from a Γ8 quartet. Let |0⟩ be a state of the doublet, taken to be the lower level as in the pure case, with eigenvalue −w₀. The second-order effective Hamiltonian in the sixfold space commutes with the cubic group, so it does not mix the doublet with the quartet. Then E₀ = E⁽⁰⁾ − ζw₀ − ζ²Σₙ|⟨n|Λ|0⟩|²/(Eₙ − E⁽⁰⁾) + …, with n outside the term, and

w = w₀ + 2ζ Σₙ |⟨n|Λ|0⟩|²/(Eₙ − E⁽⁰⁾) + O(ζ²).  (8)

Without Coulomb repulsion, Λ promotes one of four Γ8 electrons with squared element 3/2 and every denominator is Δ, so the sum is 6/Δ and the slope in x is 12, as in (iv). The slope is strictly positive whenever Λ|0⟩ has a component outside the ground term. This completes the proof.

**Multiplets in the example**

Statement (vi) fixes the sign of the trend with ζ but not how Coulomb repulsion changes the size. That was computed by diagonalizing all C(10,5) = 252 determinants of d⁵ with round Slater integrals F² = 5 eV and F⁴ = 3 eV. These correspond to Racah parameters B = F²/49 − 5F⁴/441 = 0.0680 eV and C = 35F⁴/441 = 0.2381 eV. F⁰ only shifts all d⁵ states together and is omitted. At ζ = 0 the ground level is the sixfold low-spin term.

Even at ζ → 0 the value is w₀ = 1.149, not 1, with n_eg = 0.032. Coulomb repulsion alone mixes e_g configurations of the same cubic symmetry into the ground term, so statement (ii), which needs empty e_g, no longer applies. That the excess comes mainly from the cross term linear in this admixture, as (iii) allows, is a conjecture here, since the calculation does not separate the parts of w₀.

The slope from (8) is dw/dx = 15.2 at fixed Δ, above the independent-electron 12, and spin quartets supply 10.5 of it. Λ can reach quartets because it does not conserve total spin. Promoting an electron out of a doubly occupied t2g orbital into e_g with all three unpaired spins parallel gains exchange energy, and the lowest quartet lies at 1.82 eV, well below Δ = 3 eV. Smaller denominators of this kind enlarge the sum in (8). The matrix elements change too, through the altered |0⟩, and the two effects were not separated.

At ζ = 0.5 eV the ground doublet has w = 2.999, equal to −∂E₀/∂ζ = 2.999 from a finite difference, and

BR = (10 + 2.999)/(5 − 2.999) = 12.999/2.001 = 6.50.

The state has n_eg = 0.218 and t2g⁵ weight 0.797. Its ⟨S²⟩ is 1.15 against 3/4 for a doublet. Since ⟨S²⟩ − 3/4 = 3p₄ + 8p₆ for quartet and sextet weights p₄ and p₆, the quartet weight is at most (1.1475 − 0.75)/3 = 0.1325. The total ⟨L·S⟩ is 0.33. Linear extrapolation, 1.149 + 15.2 × 0.1667 ≈ 3.7, overshoots the computed 3.0, so ζ = 0.5 eV is outside the linear regime of (8). The closeness of 2.999 to the first-order independent-electron value 3.0 is accidental. For these integrals multiplets raise BR from 5.4 to 6.5. No proof is offered that they do so for all parameters, and (8) loses its starting point if exchange overcomes the crystal field and the ion becomes high-spin.

**The edge-separation assumption**

Assumption (A4) can be examined within the model. The final configuration 2p⁵5d⁶ has 6 × C(10,6) = 1260 states and the Hamiltonian H_val + ζ_2pΛ_p + V, with V the 2p-5d Coulomb interaction. The full p shell has Λ_p = 0, so five electrons have minus the l·s value of the missing one: −½ for a p3/2 hole and +1 for a p1/2 hole. The L2 group of 420 states lies G = 3ζ_2p/2 above the L3 group of 840. Let Q₂ and Q₃ project on the two core-hole types. H_val commutes with them but V does not. To first order in V/G, with valence energies neglected against G, an upper state |f⟩ acquires Q₃V|f⟩/G, and the projector on the upper group becomes Q₂ + (Q₃VQ₂ + Q₂VQ₃)/G. Hence

δI(L2) = (2/G) Re Σ_q ⟨ψ|T_q† Q₂VQ₃ T_q|ψ⟩ = −δI(L3),

an intensity transfer proportional to 1/ζ_2p.

The computation used the round values ζ_2p = 1000 eV, F²_pd = G¹ = 1 eV and G³ = 0.5 eV, and assigned the edges by energy. Without V the spectrum gives BR = 6.4964, the sum-rule value. With V it gives 6.4910, a shift of −5.43 × 10⁻³, or 0.08% of BR. Doubling the core splitting gives −2.72 × 10⁻³, half as much. With a core splitting of the rough order of a keV, as for iridium, and 2p-5d integrals of order 1 eV, (A4) is safe in this example. For 3d ions G is roughly a hundred times smaller, so the 1/G scaling alone would turn a shift of 0.08% into one of several per cent at the same V. That case was not computed, and (3) cannot be assumed accurate there.

**Where the numbers stop applying**

The values 5.4 and 6.5 belong to an ionic model with round parameters and are not predictions for a named compound. Covalency with oxygen changes the number of holes that the 2p core can reach and dilutes the 5d character of the orbitals on which ζ acts. Since (3) depends on w/n_h, extracting w from a measured ratio needs an independent n_h. If the 2p1/2 and 2p3/2 radial integrals differ, BR is multiplied by the ratio of their squares. If the 5d3/2 and 5d5/2 radial functions differ, the weights 5 : 1 : 9 themselves change. The integration must include the e_g part of each white line, which carries the entire L2 intensity in the independent-electron model. Thermal population plays no part at ordinary temperatures, since the cheapest independent-electron excitation, from the lower Γ8 level to Γ7, costs 0.5 + 0.36 = 0.86 eV.

These corrections alter the magnitude of w and BR. The mechanism rests on the matrix element √(3/2) between the two Γ8 sets, which cubic symmetry allows. With n_h = 5 and (A1) to (A4), statement (ii) shows that a ratio above 11/4 requires e_g admixture and cannot be produced by distortion within t2g. In a cubic field the excess over 11/4 is set by ζ/Δ and the multiplet structure. The ratio still depends on the hole orbital: with e_g empty, w falls by 3/2 per unit of hole weight moved out of Γ7, and the field δ = +0.2 eV above moves about 0.0270/1.5 ≈ 2% of it. The purity of the j_eff = 1/2 hole therefore cannot be read from BR unless the e_g contribution is known independently.

The numerical check builds the angular matrix elements by quadrature and the many-electron states by diagonalization. It asserts the line strengths, the block structure of λ, equation (3) on random d³, d⁵ and d⁷ states, the t2g⁵ bound, the tetragonal law at δ = ±0.002 eV, the angle θ of (4) through n_eg = 4 sin²θ, the two parts of w in (5), the closed form of w in (6) and the weight cos⁸θ at seven values of x (the level energies E∓ are printed but not asserted, and dw/dx is not tested), the series, the slope −4, equation (8), the Hellmann-Feynman relation, the increase of w by multiplets for these integrals and the 1/ζ_2p scaling.

Computed results

```
zeta = 0.5 eV, Delta = 3.0 eV, x = 0.1667, tetragonal delta = 0.2 eV
F2 = 5.0 eV, F4 = 3.0 eV, Racah B = 0.0680 eV, C = 0.2381 eV
zeta_2p = 1000.0 eV, F2pd = 1.0 eV, G1 = 1.0 eV, G3 = 0.5 eV
line strengths (relative): [5. 1. 9.]
pure t2g: w = 1.0000, d3/2 holes = 1.6000, BR = 2.7500
series of w in x: [1.0, 12.0, -9.0, -30.0]
slope of total L.S in x (at x = 0.001) = -4.006
levels: lower G8 -0.3616 eV, G7 0.5000 eV, upper G8 3.1116 eV
sqrt(1+x+25x^2/4) = 1.1577, theta = 0.1802 rad, sin^2 theta = 0.0321
n_eg = 0.1285, weight of pure t2g^5 = 0.8776
w: t2g-t2g part 0.9358, cross part 1.7276, total 2.6633
w through order 1, 2, 3: [3.0, 2.75, 2.6111]
d3/2 holes = 0.9347, w/nh = 0.5327, BR = 5.4194, total L.S = 0.2953
x = 0.0200: w = 1.2362, n_eg = 0.0023, BR = 2.9853, total L.S = 0.9178
x = 0.0500: w = 1.5742, n_eg = 0.0141, BR = 3.3785, total L.S = 0.7889
x = 0.1000: w = 2.0868, n_eg = 0.0523, BR = 4.149, total L.S = 0.5699
x = 0.1667: w = 2.6633, n_eg = 0.1285, BR = 5.4194, total L.S = 0.2953
x = 0.2500: w = 3.2205, n_eg = 0.2434, BR = 7.4292, total L.S = 0.0095
x = 1.0000: w = 4.7001, n_eg = 0.9555, BR = 49.016, total L.S = -0.6970
x = 50.0000: w = 4.9998, n_eg = 1.5847, BR = 97972, total L.S = -0.6076
delta = +0.2 eV: t2g only w = 0.9730, BR = 2.7248; mixed w = 2.6380, BR = 5.3505
delta = -0.2 eV: t2g only w = 0.9808, BR = 2.7321; mixed w = 2.6446, BR = 5.3682
4 delta^2/(27 zeta^2) = 0.0237
multiplets, zeta -> 0: w0 = 1.1486, n_eg = 0.0321, lowest quartet at 1.8169 eV
multiplets, slope dw/dx = 15.222, of which quartets 10.528
multiplets: w = 2.9990, -dE0/dzeta = 2.9990, n_eg = 0.2177
multiplets: weight of t2g^5 = 0.7972, total L.S = 0.3321, <S^2> = 1.1475
multiplets: BR sum rule 6.4964, spectrum without 2p-5d Coulomb 6.4964
with 2p-5d Coulomb: BR = 6.4910, shift -5.43e-03; core splitting doubled: shift -2.72e-03
```
